# Herring's criterion and forced degeneracies on the hexagonal face of hcp, part 1

(Sections cited here and not found follow in the second part.)

## 1. A coincidence on a whole plane

In a model hcp crystal without spin-orbit coupling, at $\mathbf k=(0.6283,\,0.6046,\,0.5655)$ Å$^{-1}$, the two lowest levels lie at 3.8909 and 4.4755 eV, 0.58 eV apart. Raising only $k_z$, to the zone face $\pi/c=0.628$ Å$^{-1}$, puts both at 4.169 eV, and the higher levels pair up too (10.905 and 15.380 eV, each twice). The spatial operations that keep this $\mathbf k$ are the identity and one mirror. They commute, so their irreducible representations are one-dimensional and cannot force a pair. With spin-orbit coupling the four spin states of the lowest pair split into two doublets, by $2.8\times10^{-4}$ eV at this point and by 0.0315 eV at the corner H, while on the line A–L they stay fourfold.

The model has round parameters and stands for no material. The lattice vectors are $\mathbf a_1=(a,0,0)$, $\mathbf a_2=(-a/2,\sqrt3a/2,0)$, $\mathbf c=(0,0,c)$, with $a=3.0$ Å and $c=5.0$ Å, and identical atoms sit at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(0,a/\sqrt3,c/4)$. In plane waves $\mathbf K=\mathbf k+\mathbf G$, with $\mathbf q=\mathbf K-\mathbf K'$ and atomic units,
$$H_{KK'}=\tfrac12K^2\delta_{KK'}+\cos(\mathbf q\cdot\boldsymbol\tau)\Big[-v_0e^{-q^2w^2/2}-i\lambda e^{-q^2w_s^2/2}\,\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K')\Big].$$
The last term is the Pauli form $\boldsymbol\sigma\cdot(\nabla U\times\mathbf p)$, whose matrix element is $iU_{\mathbf q}\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf K')=iU_{\mathbf q}\,\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K')$. The values are $v_0=5$ eV, $w=0.8$ Å, $\lambda=0.2$ eV Å$^2$, $w_s=0.6$ Å, with a cutoff of 120 eV (116 plane waves at A). The $\mathbf q=0$ potential is dropped, so energies count from the average potential. No symmetry is put into $H$ beyond the atomic positions.

## 2. Simplest case: one screw axis

A space-group element $g=\{R|\mathbf t\}$ maps $\mathbf r\to R\mathbf r+\mathbf t$ and acts on states by $(g\psi)(\mathbf r)=u(R)\,\psi(R^{-1}(\mathbf r-\mathbf t))$. Without spin $u=1$. With spin, $u$ is the SU(2) matrix of the proper rotation $(\det R)R$, so inversion has $u=1$ and a mirror or twofold axis along $\hat n$ has $u=-i\,\hat n\cdot\boldsymbol\sigma$, $u^2=-1$. A lattice translation multiplies a Bloch state by $e^{-i\mathbf k\cdot\mathbf T}$, and $g$ carries $\mathbf k$ to $R\mathbf k$. Time reversal is $\theta=\mathcal K$ (complex conjugation, $\theta^2=+1$) or $\theta=i\sigma_y\mathcal K$ ($\theta^2=-1$). It sends $\mathbf k$ to $-\mathbf k$ and commutes with every $g$, because $R$ and $\mathbf t$ are real and $i\sigma_yu^*=u\,i\sigma_y$ in SU(2). The crystal is nonmagnetic, so $\theta$ commutes with $H$.

Suppose the only point operation is the screw $S=\{C_{2z}|\mathbf c/2\}$. The antiunitary $b=\theta S$ sends $\mathbf k$ to $(k_x,k_y,-k_z)$, which is equivalent to $\mathbf k$ only if $2k_z$ is a multiple of $2\pi/c$, that is on the planes $k_z=0$ and $k_z=\pi/c$. Applied twice, $S$ takes $(x,y,z)$ to $(x,y,z+c)$, so
$$b^2=\theta^2u(C_{2z})^2e^{-ik_zc}=e^{-ik_zc},$$
since $\theta^2u^2$ is $(+1)(+1)$ without spin and $(-1)(-1)$ with it. On the face $b^2=-1$. An antiunitary operator obeys $\langle b\chi|b\psi\rangle=\langle\psi|\chi\rangle$. Taking $\chi=b\psi$ gives $\langle b^2\psi|b\psi\rangle=\langle\psi|b\psi\rangle$, which reads $-\langle\psi|b\psi\rangle=\langle\psi|b\psi\rangle$. So $b\psi$ is orthogonal to $\psi$ and has the same $\mathbf k$ and energy, and every level on the face has even degeneracy. On $k_z=0$, $b^2=+1$ and nothing follows.

Three limits are checked numerically. For atoms of weight $w_j$ at $\boldsymbol\tau_j$ the factor $\cos(\mathbf q\cdot\boldsymbol\tau)$ in $H$ becomes $\tfrac12\sum_jw_je^{-i\mathbf q\cdot\boldsymbol\tau_j}$. A polar variant, with an atom of weight 0.5 at $3c/8$ above each atom, keeps the screw and loses inversion: its face levels are doubled without spin (4.151 eV) and with spin (4.140 and 4.141 eV, twice each). Off the face the same crystal has single levels even with spin (3.8610, 3.8613 eV). Weights 1 and 0.6 on the two hcp atoms remove the screw, and the pair opens to 3.491 and 4.934 eV.

This argument gives a lower bound from one operator. It does not say whether the partner lies inside a multiplet that spatial symmetry already forces, and that decides the spin-orbit case.

## 3. The general criterion

Let $G_{\mathbf k}$ be the elements with $R\mathbf k\equiv\mathbf k$ modulo reciprocal lattice vectors, and $n$ the number of its cosets over translations. Translations, and with spin the element $u=-1$, act as scalars. Barring accident, a level before $\theta$ is considered spans a space $V$ with an irreducible unitary representation $D$ of dimension $d$ and character $\chi$. With the row $\Psi=(\psi_1,\dots,\psi_d)$, $g\Psi=\Psi D(g)$.

The operator $\theta Q$ returns to $\mathbf k$ only if $R_Q\mathbf k\equiv-\mathbf k$. If no such $Q$ exists, $\theta$ equates energies at $\mathbf k$ and $-\mathbf k$ and forces nothing at $\mathbf k$. If $Q_0$ is one, any other obeys $R_0^{-1}R_Q\mathbf k\equiv\mathbf k$, so the $Q$ are the $n$ cosets $Q_0g$. Put $a_0=\theta Q_0$ and $Z=\theta^2D(Q_0^2)$, the matrix of $a_0^2$ on $V$.

**The partner representation.** Antilinearity means $a_0(\Psi A)=(a_0\Psi)A^*$ for a matrix $A$. Since $Q_0^{-1}gQ_0$ lies in $G_{\mathbf k}$,
$$g\,(a_0\Psi)=a_0\,(Q_0^{-1}gQ_0)\Psi=(a_0\Psi)\,\bar D(g),\qquad \bar D(g)=D(Q_0^{-1}gQ_0)^*.$$
For a translation, $Q_0^{-1}\mathbf TQ_0=R_0^{-1}\mathbf T$ and $\bar D=(e^{-iR_0\mathbf k\cdot\mathbf T})^*=e^{-i\mathbf k\cdot\mathbf T}$, the same phase as in $D$. $\bar D$ is irreducible because conjugation by $Q_0$ only permutes $G_{\mathbf k}$. The intersection $V\cap a_0V$ is invariant under $G_{\mathbf k}$, so it is $V$ or zero, and $a_0^2V=V$ closes the sum. The level therefore has dimension $d$ or $2d$. If $\bar D$ is inequivalent to $D$, $a_0V\ne V$ and it is $2d$.

**The equivalent case.** Let $\bar D(g)=N^{-1}D(g)N$ with $N$ unitary. Apply this to $g'=Q_0^{-1}gQ_0$, conjugate, and insert $D(g')^*=N^{-1}D(g)N$:
$$D(Q_0^{-2}gQ_0^2)=N^{*-1}D(g')^*N^*=(NN^*)^{-1}D(g)\,(NN^*).$$
The left side is also $Z^{-1}D(g)Z$. Hence $NN^*Z^{-1}$ commutes with all $D(g)$, and Schur's lemma gives $NN^*=cZ$, with $|c|=1$ by unitarity. For $g=Q_0^2$ one has $g'=g$, so $Z^*=N^{-1}ZN$. Conjugating $NN^*=cZ$,
$$N^*N=c^*Z^*=c^*N^{-1}ZN=(c^*/c)\,N^{-1}NN^*N=(c^*/c)\,N^*N,$$
so $c=\pm1$. A phase on $N$ cancels in $NN^*$, so $c$ belongs to $D$.

**What $c$ means.** Suppose $a_0V=V$, $a_0\Psi=\Psi P$. Evaluating $g\,a_0\Psi$ both ways gives $DP=P\bar D=PN^{-1}DN$, so $PN^{-1}$ commutes with $D$ and $P=\mu N$. Then $a_0^2\Psi=\Psi PP^*=\Psi|\mu|^2cZ$ must equal $\Psi Z$, which needs $c=+1$. So $c=-1$ forces $D$ to occur twice. For $c=+1$ with $a_0V\neq V$, define $\Phi=(a_0\Psi)N^{-1}$. It transforms with $N\bar DN^{-1}=D$, and
$$a_0\Psi=\Phi N,\qquad a_0\Phi=\Psi ZN^{*-1}=c\,\Psi N .$$
Then $a_0(\Psi+\Phi)=(\Psi+\Phi)N$, so $\Psi+\Phi$ spans a $d$-dimensional space invariant under all operations. Its projector commutes with them, and adding it to $H$ splits the $2d$ level. Such a degeneracy is accidental.

**The sum.** For any matrix $X$, each term of $Y=\sum_gD(g)X\bar D(g)^\dagger$ over the $n$ cosets is independent of the representative, because the scalar phases cancel, and relabelling $g\to hg$ gives $D(h)Y=Y\bar D(h)$. Schur's lemma then gives $Y=0$ for inequivalent $D,\bar D$, that is $\sum_gD_{ki}\bar D^*_{lm}=0$. With $D$ in place of $\bar D$ it gives $Y=(n/d)\,\mathrm{tr}X$ times the unit matrix, that is $\sum_gD_{ki}D^*_{lm}=(n/d)\delta_{kl}\delta_{im}$. Now $(Q_0g)^2=Q_0^2\,(Q_0^{-1}gQ_0)\,g$, so
$$\theta^2\chi\big((Q_0g)^2\big)=\sum_{ijk}Z_{ij}\,\bar D(g)^*_{jk}\,D(g)_{ki}.$$
The sum over $g$ vanishes in the inequivalent case. Otherwise $\bar D^*=N^{T}D^*N^*$, as $N^{*-1}=N^T$, so $\bar D^*_{jk}=\sum_{lm}N_{lj}D^*_{lm}N^*_{mk}$, and orthogonality sets $l=k$, $m=i$:
$$\sum_g\theta^2\chi=\frac nd\sum_{ijk}Z_{ij}N^*_{ik}N_{kj}=\frac nd\sum_{ij}Z_{ij}(N^*N)_{ij}=\frac nd\,c\sum_{ij}|Z_{ij}|^2=nc,$$
using $N^*N=cZ^*$ and $\sum|Z_{ij}|^2=d$. Herring's criterion is
$$W=\frac1n\sum_Q\theta^2\chi(Q^2)=\begin{cases}+1&\text{level is }D\\-1&\text{level is }D\oplus D\\ \ \ 0&\text{level is }D\oplus\bar D,\ \bar D\not\simeq D.\end{cases}$$

**Limits.** With no point symmetry and $\mathbf k\equiv-\mathbf k$, the only $Q$ is $E$ and $W=\theta^2$, which is Kramers' theorem. With inversion at a general $\mathbf k$, $Q=I$, $I^2=E$, and again $W=\theta^2$; the model shows single levels without spin and doublets (3.882, 4.465 eV) with spin at the interior point. With the screw alone, $W=b^2=-1$ on the face, as in section 2.

## 4. The algebra of the hcp group on the face

The origin is the inversion centre. $I$, $m_x$ and $C_{2x}$ map $\pm\boldsymbol\tau$ onto $\pm\boldsymbol\tau$ with no translation. So does $r=C_{3z}$, since $r\boldsymbol\tau=\boldsymbol\tau-\mathbf a_1-\mathbf a_2$. The mirror $m_z$ needs $\mathbf c/2$: $M=\{m_z|\mathbf c/2\}$ sends $\boldsymbol\tau\to\boldsymbol\tau$ and $-\boldsymbol\tau\to-\boldsymbol\tau+\mathbf c$. Products give the rest of the 24 cosets of P6$_3$/mmc, among them $S$, the glide $\gamma=\{m_y|\mathbf c/2\}$ and $\{C_{2y}|\mathbf c/2\}$. Every fractional translation is 0 or $\mathbf c/2$, so products of these representatives generate only translations along $\mathbf c$, with phase $e^{\mp i\pi}=-1$ on the face.

Inversion is always an allowed $Q_0$, so $Q=Ig$ with $g\in G_{\mathbf k}$. From $I\{R|\mathbf t\}I^{-1}=\{R|-\mathbf t\}=\{E|-2\mathbf t\}\{R|\mathbf t\}$ follows $IgI^{-1}=\eta(g)g$, with $\eta=-1$ if $g$ carries $\mathbf c/2$ and $+1$ otherwise. Then $(Ig)^2=(IgI^{-1})I^2g=\eta g^2$ and
$$W=\frac1n\sum_{g}\theta^2\eta(g)\,\chi(g^2).$$
For $g$ of order two, $g^2$ is a scalar. If $g$ carries $\mathbf c/2$ and keeps $z$ ($S$, $\gamma$), the shifts add to $\mathbf c$ and give $-1$; if it reverses $z$ ($M$, $C_{2y}$), $z\to-z+c/2\to z$ and they cancel. Spin adds $u^2=-1$ except for $E$ and $I$. Entries below are spinless/spin.

| $g$ | $\eta$ | $g^2$ | $Q$ | $(\theta Q)^2$ |
|-|-|-|-|-|
| $E$ | + | +/+ | $I$ | +/− |
| $M$ | − | +/− | $C_{2z}$ | −/− |
| $m_x$ | + | +/− | $C_{2x}$ | +/+ |
| $C_{2y}$ | − | +/− | $m_y$ | −/− |
| $\gamma$ | − | −/+ | $C_{2y}$ | +/+ |
| $C_{2x}$ | + | +/− | $m_x$ | +/+ |
| $I$ | + | +/+ | $E$ | +/− |
| $S$ | − | −/+ | $m_z$ | +/+ |

The first six entries of the last column are tested by squaring the plane-wave matrices of $\theta Q$.

Three commutation rules fix the dimensions. $IM=-MI$, because $\eta(M)=-1$. $m_x$ and $M$ act on different coordinates and commute in space, so they commute without spin and anticommute with it ($\sigma_x\sigma_z=-\sigma_z\sigma_x$). For $\gamma$ and $M$, $M\gamma$ sends $z\to-z$ and $\gamma M$ sends $z\to-z+c$, a relative factor $-1$; they anticommute without spin, and with spin the factor from $\sigma_y\sigma_z$ makes them commute. Below, $\mu$ is the eigenvalue of $M$: $\pm1$ without spin, $\pm i$ with it.

The little group exceeds $\{E,M\}$ only where an in-plane mirror or rotation fixes $\mathbf k$. That happens on A–L (such as $k_x=0$, kept by $m_x$), on A–H ($k_y=0$, kept by $m_y$), on the edge H–L ($k_y=2\pi/\sqrt3a$, where $m_y$ shifts $\mathbf k$ by the reciprocal vector $(0,4\pi/\sqrt3a,0)$), and at the points A, L and H.

## 5. General point and lines

**General point**, $G_{\mathbf k}=\{E,M\}$, $n=2$, $d=1$. Without spin $W=(1-1)/2=0$: each level joins the mirror-even to the mirror-odd representation, which is the pairing at 4.169 eV. With spin $W=(-1-1)/2=-1$: one representation twice. A direct check uses $\theta I$:
$$M\,\theta I\psi=\theta I\,(I^{-1}MI)\psi=\theta I(-\mu\psi)=-\mu^*\,\theta I\psi .$$
For $\mu=\pm1$ the partner has $-\mu$. For $\mu=\pm i$, $-\mu^*=\mu$ and the partner has the same eigenvalue. With spin the doubling is thus the doublet that $\theta I$ enforces at every $\mathbf k$ in the zone, and the face adds nothing. Sticking with spin-orbit coupling has to mean fourfold degeneracy. The spinless pair times two spin states contains $\mu=+i$ twice and $-i$ twice (as $u(M)=-i\sigma_z$), and no operation at this $\mathbf k$ links the two doublets. They lie at 4.1589 and 4.1592 eV.

Herring's criterion is now derived and the hcp algebra on the face is set up; at a general point of the face levels are twofold both without spin and with spin-orbit coupling. The symmetry lines and the points L, H and A remain, as do the way the fourfold levels open away from A and the conditions under which the result fails.

Numerical values quoted here were computed with a short program.
